# The T² resistivity from vibrating impurities and its two signs, part 2

We seek the temperature-dependent change $\delta\rho$ in the resistivity of a metal whose impurities vibrate with the lattice; $\rho_0$ is the residual resistivity. Numerical values are in SI units.

The model is a free-electron metal with Fermi wavenumber $k_F$, velocity $v_F$ and energy $\varepsilon_F=\hbar k_Fv_F/2$, electron density $n_e$, mass density $D$, and longitudinal and transverse sound speeds $u_l$ and $u_t$ ($u$ stands for either). The impurities are dilute, weak and of zero range, with static scattering amplitude $V$. Phonons are in equilibrium at temperature $T$, with $q\ll k_F$ and $ql\gg1$, where $l$ is the mean free path.

A phonon of wavevector $\mathbf q$ and frequency $\omega$ has displacement $\mathbf u=\mathbf e\,u_qe^{i\mathbf q\cdot\mathbf r}$, polarization $\mathbf e$ and Bose function $N=1/(e^x-1)$. Scattering from $\mathbf k$ to $\mathbf k'$ changes the wavevector by $\mathbf K=\mathbf k'-\mathbf k$, and the moving impurity contributes the phase $-\mathbf K\cdot\mathbf u$. Compression also produces the deformation potential
$$
U=\frac{2\varepsilon_F}{3}\,\mathrm{div}\,\mathbf u=\frac{\hbar k_Fv_F}{3}\,\mathrm{div}\,\mathbf u ,
$$
with amplitude $U_q=i\hbar k_Fv_Fqu_q/3$. A transverse wave has no such potential, but its ion current creates a transverse electromagnetic field.

In an electric field $\mathbf E$ the Fermi distribution $f_0$ becomes $f=f_0+f_0(1-f_0)\varphi/k_BT$. With equilibrium rates $P(\mathbf k\to\mathbf k')$, occupation factors included, the collision operator $C$ has the quadratic form
$$
\langle\varphi,C\varphi\rangle=\frac1{2k_BT}\sum_{\mathbf k\mathbf k'}P(\mathbf k\to\mathbf k')(\varphi_{\mathbf k}-\varphi_{\mathbf k'})^2 .
$$
Here $\langle a,b\rangle=\sum_{\mathbf k}(-\partial f_0/\partial\varepsilon)\,ab$. Split $C=C_0+C_1$, with $C_0$ for static impurities. For $X\propto\mathbf k\cdot\mathbf E$, $C_0X=X/\tau$, which defines $\tau$, and
$$
\frac{\delta\rho}{\rho_0}=\frac{\langle X,C_1X\rangle}{\langle X,C_0X\rangle}.
$$
The Fermi factors, integrated over energy, give $\hbar\omega N(N+1)$ for emission and the same for absorption.

## Angular weights, signs and size

The second half uses the following. The directions of the electron before and after scattering are $\mathbf n$ and $\mathbf n'$, with cosines $\mu$ and $\mu'$ relative to the phonon direction. A moving impurity scatters with amplitude $Ve^{i\theta}$. For a mode of displacement amplitude $u_q$,
$$
\frac{\theta_q}{-k_Fu_q}=
\begin{cases}
(\mathbf n'-\mathbf n)\cdot\mathbf e & \text{transverse},\\[4pt]
\mu'-\mu+\dfrac{d}{3(\mu-i0)}-\dfrac{d}{3(\mu'+i0)} & \text{longitudinal}.
\end{cases}
$$
The number $d$ has been inserted to mark the deformation potential; its physical value is $d=1$. With $x=\hbar\omega/k_BT$ and the Bose function $N$, the temperature-dependent resistivity per unit transport-weighted $|\theta_q|^2$ is $2[xN(N+1)-N]$.

The transport weight is the squared change of $\mathbf k\cdot\mathbf E$. The sum over all phonon directions is isotropic, so one may average over the direction of the field instead, and the squared change becomes proportional to $|\mathbf n-\mathbf n'|^2=2(1-\mathbf n\cdot\mathbf n')$. For a static isotropic impurity the mean of $1-\mathbf n\cdot\mathbf n'$ is 1. The relative weight of a mode is therefore
$$
A=\frac{\big\langle|\theta_q|^2(1-\mathbf n\cdot\mathbf n')\big\rangle}{k_F^2|u_q|^2},
$$
where the angle brackets now denote independent averages over the two directions.

For a transverse branch, expand the square of $(\mathbf n'-\mathbf n)\cdot\mathbf e$. The two squared terms average to $1/3$ each and the cross term to zero. In the product with $-\mathbf n\cdot\mathbf n'$ the squared terms drop out, because each is multiplied by a vector whose average vanishes. The cross term leaves $2\langle(\mathbf n\cdot\mathbf e)(\mathbf n'\cdot\mathbf e)(\mathbf n\cdot\mathbf n')\rangle$. Since $\langle n_in_j\rangle=\delta_{ij}/3$, this equals $2/9$, and
$$
A_t=\frac23+\frac29=\frac89 .
$$

A longitudinal wave without deformation potential would give the same $8/9$, because the calculation uses no relation between $\mathbf e$ and $\mathbf q$. Vibration of the impurity alone therefore raises the resistivity for both polarizations, and the difference in sign must come from $d$.

The square of the longitudinal phase contains $1/\mu^2$, which cannot be averaged as it stands. The free flights on either side of the impurity are ended by other impurities. A flight exceeds the length $s$ with probability $e^{-s/l}$, so that $i0$ becomes $i\eta$ with $\eta=1/(ql)$. The square then separates as
$$
\frac1{\mu^2+\eta^2}=\frac{2\eta^2}{(\mu^2+\eta^2)^2}+\mathrm{Re}\,\frac1{(\mu-i\eta)^2},
$$
which follows from $\mathrm{Re}\,(\mu+i\eta)^2=\mu^2-\eta^2$. As $\eta\to0$ the first term becomes $(\pi/\eta)\,\delta(\mu)$. It sits at the angle where an electron can absorb or emit a phonon with conservation of energy, and it grows in proportion to the mean free path. It describes a real collision with a phonon, followed or preceded by an independent collision with the impurity.

The rate confirms this reading. Over a path $L$ the squared phase from a potential of amplitude $U_q$ grows as $\pi|U_q|^2L/(\hbar^2v_F^2q)$. The golden rule gives the phonon collision rate $(2\pi/\hbar)|U_q|^2\langle\delta(\hbar v_Fq\mu)\rangle=\pi|U_q|^2/(\hbar^2v_Fq)$, and multiplication by the flight time $L/v_F$ gives the same expression. The Boltzmann equation already contains such sequences through its separate phonon collision term. There the phonon changes the electron's direction by the small angle $q/k_F$, and the result is the Bloch–Grüneisen resistivity. The growing term must not be counted again.

The second term belongs to the impurity. Its average is
$$
\frac12\,\mathrm{Re}\int_{-1}^1\frac{d\mu}{(\mu-i0)^2}=\frac12\left[-\frac1\mu\right]_{-1}^{1}=-1 .
$$
A negative average of a squared quantity is possible because a larger positive part has been removed. The meaning can be seen from a free flight of length $L$ with $qL\gg1$. Its squared phase, averaged over directions, is proportional to
$$
2\int_0^1\frac{1-\cos(qL\mu)}{\mu^2}\,d\mu\simeq\pi qL-2 .
$$
Over $0<\mu<\infty$ the integral with its factor 2 would give $\pi qL$, and the missing range above 1 contributes 2, apart from a small oscillating part. The golden rule accounts for the growth but overestimates the total, because the collision needs room to develop and is cut off at both ends of the flight. Each end lies at an impurity, and each costs one unit.

The other averages are ordinary:
$$
\left\langle\frac1{\mu-i0}\right\rangle=\frac{i\pi}2,\qquad
\left\langle\frac1{\mu'+i0}\right\rangle=-\frac{i\pi}2,\qquad
\left\langle\frac{\mu}{\mu-i0}\right\rangle=1 .
$$
Separate the longitudinal phase into an outgoing and an incoming part, $\theta_q/(-k_Fu_q)=P-Q$, with
$$
P=\mu'-\frac{d}{3(\mu'+i0)},\qquad Q=\mu-\frac{d}{3(\mu-i0)} .
$$
Averaging over the azimuths replaces $\mathbf n\cdot\mathbf n'$ by $\mu\mu'$. Terms such as $|P|^2\mu'\mu$ vanish because $\langle\mu\rangle=0$. What remains is
$$
A_l=\langle|P|^2\rangle+\langle|Q|^2\rangle-2\,\mathrm{Re}\,\langle P\rangle\langle Q^*\rangle+2\,\mathrm{Re}\,\langle P\mu'\rangle\langle Q^*\mu\rangle .
$$
With the growing part removed, the ingredients are
$$
\langle|P|^2\rangle=\langle|Q|^2\rangle=\frac13-\frac{2d}3-\frac{d^2}9,\qquad
\langle P\rangle=\langle Q^*\rangle=\frac{i\pi d}6,\qquad
\langle P\mu'\rangle=\langle Q^*\mu\rangle=\frac{1-d}3 .
$$
The product of the two imaginary averages is negative, so the third term of $A_l$ is positive, $+\pi^2d^2/18$. Altogether
$$
A_l=\frac23-\frac{4d}3-\frac{2d^2}9+\frac{\pi^2d^2}{18}+\frac29-\frac{4d}9+\frac{2d^2}9
=\frac89-\frac{16}9\,d+\frac{\pi^2}{18}\,d^2 .
$$

The first term is the vibration of the impurity, the last is the deformation potential acting on both sides of a fixed impurity, and the middle one is their interference. At $d=1$ they are $0.89$, $0.55$ and $-1.78$, with the sum
$$
A_l=\frac89\left(\frac{\pi^2}{16}-1\right)\approx-0.34 .
$$
Both mechanisms taken alone would raise the resistivity on warming. Their interference is negative and larger than the two together. Its sign depends on the sign of $U$: a compressed region attracts electrons, and the phase gathered along the path then opposes the phase from the displacement of the impurity. If the deformation potential had the opposite sign, $d=-1$, all three terms would be positive.

It remains to sum over phonons. For a crystal of volume $\Omega$ the squared amplitude of a mode is $|u_q|^2=\hbar/(2D\Omega\omega)$, so each branch contributes
$$
\frac{\delta\rho}{\rho_0}=A\,k_F^2\int_0^\infty\frac{q^2dq}{2\pi^2}\,\frac{\hbar}{2D\omega}\,2\,[\,xN(N+1)-N\,] .
$$
The upper limit may be taken as infinite because the temperature is far below the Debye temperature. With $\omega=uq$ and $q=k_BTx/(\hbar u)$,
$$
\frac{q^2dq}{2\pi^2}\,\frac{\hbar}{2Duq}=\frac{(k_BT)^2}{4\pi^2\hbar Du^3}\,x\,dx .
$$
The thermal integral follows from $N(N+1)=-dN/dx$. One integration by parts gives
$$
\int_0^\infty x^2N(N+1)\,dx=2\int_0^\infty xN\,dx=\frac{\pi^2}3,
\qquad
\int_0^\infty\left[x^2N(N+1)-xN\right]dx=\frac{\pi^2}6 .
$$
A branch therefore contributes $A\,k_F^2(k_BT)^2/(12\hbar Du^3)$. Adding one longitudinal and two transverse branches,
$$
\frac{\delta\rho}{\rho_0}=\frac{2}{27}\,\frac{k_F^2(k_BT)^2}{\hbar Du_l^3}\left[\,2\left(\frac{u_l}{u_t}\right)^3+\frac{\pi^2}{16}-1\right].
$$
The first term in the bracket is transverse and positive. The remaining pair is longitudinal and equals $-0.383$. In an isotropic solid that is stable against both shear and uniform compression $u_l>u_t$, so the transverse term exceeds 2 and the total is positive. The longitudinal branch lowers the resistivity, but it cannot turn the sum negative in this model.

The power of temperature has a plain origin. The number of thermally excited modes grows as $T^3$, while the squared zero-point displacement of a thermal mode falls as $1/\omega$, hence as $1/T$. The factor $\rho_0$ appears because every event includes a collision with an impurity, which supplies the large change of momentum that the phonon cannot. The strong dependence on sound speed favours the slower branch.

For a sense of scale, take a model metal with one electron per atom, $k_F=1.2\times10^{10}\ \mathrm{m^{-1}}$, $D=5000\ \mathrm{kg/m^3}$, $u_l=5000\ \mathrm{m/s}$, $u_t=2500\ \mathrm{m/s}$ and $\rho_0=2\times10^{-8}\ \Omega\,\mathrm m$. The prefactor of the bracket, divided by $T^2$, is
$$
\frac2{27}\,\frac{(1.2\times10^{10})^2(1.381\times10^{-23})^2}{(1.055\times10^{-34})(5000)(5000)^3}\ \mathrm{K^{-2}}\approx3.1\times10^{-8}\ \mathrm{K^{-2}} .
$$
The bracket is $2\times2^3-0.383\approx15.6$, so the coefficient of $T^2$ is $4.8\times10^{-7}\ \mathrm{K^{-2}}$. At 20 K this gives $\delta\rho/\rho_0\approx1.9\times10^{-4}$, or $\delta\rho\approx4\times10^{-12}\ \Omega\,\mathrm m$. The longitudinal part of the ratio is $-4.7\times10^{-6}$. At 10 K everything is four times smaller. These figures assume $\omega=uq$ throughout. A dispersion of the form $\sin(\pi q/2q_D)$, with $q_D$ the Debye wavenumber, would raise the transverse term by about 3 per cent at 10 K and 19 per cent at 20 K. The longitudinal part is about one fortieth of the transverse one, mainly because the cube of the speed ratio favours transverse waves by a factor of eight and there are two transverse branches.

The assumptions can be examined with the same parameters. The electron density is $k_F^3/3\pi^2=5.84\times10^{28}\ \mathrm{m^{-3}}$, and the Drude formula gives $l=\hbar k_F/(n_ee^2\rho_0)=42\ \mathrm{nm}$. For a thermal longitudinal phonon, $q=k_BT/\hbar u_l$, this makes $ql=22$ at 20 K and 11 at 10 K; the transverse values are twice as large. Corrections of relative order $1/(ql)$ are therefore not negligible, least of all for the longitudinal term, which is a near cancellation. Keeping $\eta=1/(ql)$ finite in the averages above shifts $A_l$ by about $+4\pi\eta/9$, a relative change of $4/(ql)$ for one mode. After the thermal sum this alone reduces the magnitude of the longitudinal term by roughly 10 per cent at 20 K and 20 per cent at 10 K. The ratio $u_l/v_F$ is $0.0036$, and the transverse Debye temperature is 289 K.

The electromagnetic field of a transverse wave also has to be small. For $ql\gg1$ the electrons that respond to it move nearly at right angles to $\mathbf q$. With $\nu=3n_e/(mv_F^2)$ for the density of states and $m$ for the electron mass, their conductivity is
$$
\sigma_t=e^2\nu v_F^2\,\pi\left\langle(\mathbf n\cdot\mathbf e)^2\delta(v_Fq\mu)\right\rangle=\frac{3\pi n_ee^2}{4mv_Fq},
$$
because $(\mathbf n\cdot\mathbf e)^2$ averages to $1/2$ at $\mu=0$ and the delta function to $1/(2v_Fq)$. By Maxwell's equations the electron current is smaller than the ion current by the factor $\mu_0\sigma_t\omega/q^2$, where $\mu_0$ is the magnetic constant. The coupling of electrons to the field, compared with a deformation coupling of order $\hbar k_Fv_Fqu_q$, is small by a factor of the same order. At 20 K it is $8\times10^{-6}$. It grows as $1/T^2$ on cooling, but even where $ql$ for thermal transverse phonons has fallen to 1, near 0.5 K, it stays below 0.02. Throughout the range $ql\gg1$ the field can therefore be neglected in this metal.

The ordinary phonon resistivity has to be added. With $\varphi=\hbar\mathbf k\cdot\hat{\mathbf E}$, the static form per unit volume is $\langle\varphi,C_0\varphi\rangle=n_em/\tau$. For normal scattering on longitudinal phonons the same quadratic form gives
$$
\frac{\delta\rho_{\rm ph}}{\rho_0}=\frac{\tau}{3n_emk_BT}\int\frac{d^3q}{(2\pi)^3}(\hbar q)^2\,
\frac{2\pi}\hbar\,\frac{4\varepsilon_F^2}9\,\frac{\hbar q^2}{2D\omega}\,\frac{\nu}{2\hbar v_Fq}\,\hbar\omega N(N+1) .
$$
The factors are the squared momentum transfer, the golden rule with the squared deformation potential, the density of states at the resonant angle, and the Fermi integral found earlier. The integrand contains $q^5dq$, which with the prefactor $1/T$ makes this term proportional to $T^5$. Numerical quadrature up to the Debye wavenumber gives $2.4\times10^{-7}$ at 10 K and $7.7\times10^{-6}$ at 20 K. In this model the $T^2$ term is larger by factors of about 200 and 25. At 20 K the ordinary term is nevertheless larger in magnitude than the longitudinal interference term. These factors should not be carried over to real metals. The ordinary term varies as $u_l^{-6}$ at low temperature, and the coupling in this model is weak: the same estimate gives about $3\times10^{-9}\ \Omega\,\mathrm m$ at 300 K, several times less than in silver or copper. A real metal also has umklapp scattering, which the estimate leaves out, and the range where the $T^2$ term stands above the phonon term is shorter.

Other assumptions limit the formula in different ways. A difference in mass between impurity and host drops out as the temperature goes to zero. In a long wave the neighbours carry the impurity along, and the extra inertial force is small compared with the elastic restoring force by a factor of order $(|\Delta M|/M)(\omega/\omega_D)^2$, where $\Delta M/M$ is the mass difference relative to the host mass and $\omega_D$ is the Debye frequency. The thermal sum weights frequencies of several $k_BT/\hbar$, so the numerical coefficient is large. In a Debye lattice with the parameters above, an impurity twice as heavy as the host raises the transverse term by about 7 per cent at 10 K and by about a quarter at 20 K. For a heavier impurity the temperature must be correspondingly lower. Scattering centres that do not move with the lattice, such as a rigid boundary, lack the phase $\mathbf K\cdot\mathbf u$, and the formula does not apply to them. If the impurity scatters anisotropically, $|V|^2$ enters the angular averages and the numbers $8/9$ and $\pi^2/16-1$ change. At temperatures so low that $ql\lesssim1$, the separation into free flights and single impurity events breaks down. Scattering between electrons can also give a $T^2$ term. It need not be proportional to $\rho_0$, so a series of samples with different impurity content can help to separate the two.
